\section*{Quadrature error of the regularised Lagrange-Laguerre mesh for Coulomb levels, part 2}

In atomic units, the radial Coulomb problem with $r=hx$ has $H=\frac1{2h^2}[-\frac{d^2}{dx^2}+\frac{l(l+1)}{x^2}]-\frac Z{hx}$, $E_n=-Z^2/(2n^2)$ and eigenfunctions $\psi$ decaying as $e^{-\kappa x}$, $\kappa=Zh/n$. Define
\begin{equation}
q=\frac{\kappa-\frac12}{\kappa+\frac12},
\label{eq:q}
\end{equation}
which changes sign under $\kappa\to1/(4\kappa)$. Laguerre polynomials ($L_n\equiv L_n^0$) obey
\begin{equation}
\sum_{n\ge0}L_n^{\alpha}(x)\,t^n=(1-t)^{-\alpha-1}\exp\!\Big(-\frac{xt}{1-t}\Big),\qquad |t|<1,
\label{eq:gen}
\end{equation}
\begin{equation}
\int_0^\infty x^\alpha e^{-x}L_n^\alpha L_m^\alpha\,dx=\Gamma(\alpha+1)\binom{n+\alpha}{n}\delta_{nm}.
\label{eq:orth}
\end{equation}
\begin{align}
L_n^{\alpha+1}&=\sum_{k=0}^nL_k^{\alpha}, \label{eq:sum}\\
\int_0^\infty L_N\,e^{-sx}dx&=\frac{(s-1)^N}{s^{N+1}},\qquad s>0. \label{eq:lap}
\end{align}
For $y=\rho^{l+1}e^{-\rho/2}L_m^{2l+1}(\rho)$,
\begin{equation}
y''=\Big[\frac{l(l+1)}{\rho^2}-\frac{m+l+1}{\rho}+\frac14\Big]y.
\label{eq:whit}
\end{equation}
The nodes $x_i$ are the $N$ zeros of $L_N$:
\begin{equation}
\sum_{j=1}^N\frac1{x_j}=N. \label{eq:sumx}
\end{equation}
With $\pi_j=L_N/(x-x_j)$, $v_j=(-1)^j/\sqrt{x_j}$ and $\lambda_i=e^{x_i}/[x_iL_N'(x_i)^2]$, the regularised basis is $f_j=v_jx\pi_je^{-x/2}$. The Gauss rule, exact for $e^{-x}$ times degree $\le2N-1$, gives $H^G_{ij}=\frac1{2h^2}[T^G_{ij}+\frac{l(l+1)}{x_i^2}\delta_{ij}]+V(hx_i)\delta_{ij}$, $V(r)=-Z/r$,
\begin{equation}
T^G_{ij}=(-1)^{i-j}\frac{x_i+x_j}{\sqrt{x_ix_j}\,(x_i-x_j)^2}\qquad(i\ne j). \label{eq:Toff}
\end{equation}
\begin{equation}
T^G_{ii}=\frac{Q(x_i)}3=\frac{4+(4N+2)x_i-x_i^2}{12x_i^2}. \label{eq:Tdiag}
\end{equation}
Mesh levels $E^G$ solve $H^Gc=Ec$, $|c|=1$ (collocation at the nodes); $\phi=\sum_jc_jf_j=xp\,e^{-x/2}$, $u(hx_i)=c_i/\sqrt{h\lambda_i}$. Exactly,
\begin{equation}
\int_0^\infty\frac{f_if_j}{x}dx=\frac{\delta_{ij}}{x_i},\qquad\int_0^\infty\frac{f_if_j}{x^2}dx=\frac{\delta_{ij}}{x_i^2}. \label{eq:exactV}
\end{equation}
\begin{equation}
S=I+vv^T. \label{eq:S}
\end{equation}
\begin{equation}
T_{ij}\equiv-\int f_if_j''dx=\int f_i'f_j'dx,\qquad T=T^G-\tfrac14vv^T. \label{eq:T}
\end{equation}
Variational levels $E^{\rm var}$ solve $(H-ES)c=0$, where
\begin{equation}
H-ES=H^G-EI-\Big(E+\frac1{8h^2}\Big)vv^T. \label{eq:pencil}
\end{equation}
For $\mu=E+1/(8h^2)$, signs agree and
\begin{equation}
|\mu_k^G|\ge|\mu_k^{\rm var}|. \label{eq:order}
\end{equation}
With $a=l(l+1)p(0)/(2h^2)$, $b=-\mu\,v\cdot c$,
\begin{equation}
(E_n-E)\langle\psi|\phi\rangle=aB_N+bA_N,\quad A_N=\int\psi L_Ne^{-x/2}dx,\quad B_N=\int\frac\psi xL_Ne^{-x/2}dx. \label{eq:ident}
\end{equation}
Here $A_N=O(N^n|q|^N)$; the error has a geometric bound, a power of $N$ times $|q|^N$.

For $l=0$: $\phi=\sum_{k=0}^{N-1}D_kS_k/(k+1)$, $S_k=xL_k^1e^{-x/2}$, $D_{-1}=0$, $a_k=1-2Zh/(k+1)$, $\epsilon=-2h^2\mu$, and
\begin{equation}
a_kD_k+\epsilon\,(2D_k-D_{k-1}-D_{k+1})=0. \label{eq:rec}
\end{equation}
Closures: $D_N=D_{N-1}$ (mesh), $D_N=0$ (variational). The residual $2h^2e^{x/2}(H-E)\phi=\sum_{m=0}^NC_mL_m$ has $C_N=-\epsilon D_{N-1}$; other $C_m$ vanish (mesh) or equal $C_N$ (variational). Also $v\cdot c=-D_{N-1}$. Levels below $-1/(8h^2)$ number the positive integers $\le N$ below $2Zh$.

\subsection{The 1s error at large $N$}

The normalised 1s state is $\psi=2\kappa^{3/2}xe^{-\kappa x}$, $\kappa=Zh$. Equation \eqref{eq:gen} with $\alpha=1$ and $t=q$, for which $q/(1-q)=\kappa-\frac12$, gives $e^{-(\kappa-1/2)x}=(1-q)^2\sum_kq^kL_k^1$, so
\begin{equation}
D^\psi_k=2\kappa^{3/2}(1-q)^2(k+1)q^k. \label{eq:Dpsi}
\end{equation}
With $s=\kappa+\frac12$, the exact $\epsilon$ is $\epsilon_1=\kappa^2-\frac14=s(s-1)$, and
\begin{equation}
q+\frac1q-2=\frac{(1-q)^2}q=\frac1{\epsilon_1},\qquad\frac1q-q=\frac{s^2-(s-1)^2}{s(s-1)}=\frac{2\kappa}{\epsilon_1}. \label{eq:qid}
\end{equation}
These show that \eqref{eq:Dpsi} solves \eqref{eq:rec}: per factor $q^k$, the first term is $k+1-2\kappa$ and the second is $\epsilon_1[(k+1)(2-q-1/q)+1/q-q]=-(k+1)+2\kappa$. They also show that $q$ and $1/q$ are the roots of the recurrence with $a_k\to1$.

The coefficient of $L_m$ in $\psi e^{x/2}$ is $D_m^\psi-D_{m-1}^\psi$. Projecting the residual on $\psi$, which for the mesh is $C_NL_N$ and for the variational case $C_N\sum_{m\le N}L_m$ (a telescoping sum), gives exactly
\begin{align}
(E^G-E_1)\langle\psi|\phi\rangle&=-\frac{\epsilon}{2h^2}D_{N-1}\big(D^\psi_{N-1}-D^\psi_N\big),\label{eq:eG}\\
(E^{\rm var}-E_1)\langle\psi|\phi\rangle&=+\frac{\epsilon}{2h^2}D_{N-1}D_N^\psi. \label{eq:eV}
\end{align}
It remains to find $D_{N-1}$ at fixed $h$, $\kappa\ne\frac12$ and large $N$. Let $y_k$ be a second solution of \eqref{eq:rec} at $\epsilon_1$. Multiplying the recurrence for $y$ by $D_k^\psi$, that for $D^\psi$ by $y_k$, and subtracting shows that $W=D_k^\psi y_{k+1}-D^\psi_{k+1}y_k$ is independent of $k$, so $y_k/D_k^\psi=\text{const}+W\sum_{j<k}1/(D_j^\psi D^\psi_{j+1})$. The terms grow by the factor $q^{-2}[1+O(1/j)]$, so the ratio of the sums for $k=N-1$ and $k=N$ is $q^2[1+O(1/N)]$, and
\begin{equation}
p'\equiv\frac{y_{N-1}}{y_N}=q\,[1+O(1/N)],\qquad p_N\equiv\frac{D^\psi_N}{D^\psi_{N-1}}=q\,\frac{N+1}N .
\end{equation}
Scale $\phi$ so that $D_0=D_0^\psi$. The difference $D_k-D^\psi_k$ obeys the recurrence at $\epsilon_1$ with a source proportional to $(\epsilon-\epsilon_1)D_k$. The source acts mainly at small $k$, where it launches the growing solution; near $k=N$ it is smaller than $D^\psi_k$ by the exponentially small factor $\epsilon-\epsilon_1$ and can be dropped, as can the admixture of $D^\psi$. Its relative size is larger by a factor of order $N$, because it sums about $N$ terms containing the products $y_kD_k$, which neither grow nor decay geometrically, but it is still exponentially small. So $D_k=D_k^\psi+By_k$ near $N$, $\langle\psi|\phi\rangle\to1$ and $\epsilon\to\epsilon_1$. The mesh closure gives $By_N(1-p')=D^\psi_{N-1}(1-p_N)$ and the variational closure $By_N=-D_N^\psi$, hence
\begin{align}
D_{N-1}^G&=D^\psi_{N-1}\Big[1+p'\frac{1-p_N}{1-p'}\Big]\simeq(1+q)D^\psi_{N-1},\label{eq:DG}\\
D^{\rm var}_{N-1}&=D^\psi_{N-1}(1-p_Np')\simeq(1-q^2)D_{N-1}^\psi .
\end{align}
In \eqref{eq:eG} the bracket is $(1-q)D^\psi_{N-1}$ to the same order, so both errors contain $\epsilon_1(1-q^2)=2\kappa q$, by \eqref{eq:qid}. Inserting \eqref{eq:Dpsi},
\begin{align}
E^G-E_1&\simeq-C\,N^2q^{2N-1},\label{eq:asG}\\
E^{\rm var}-E_1&\simeq+C\,N(N+1)\,q^{2N},\qquad C=\frac{4\kappa^4(1-q)^4}{h^2},\label{eq:asV}
\end{align}
with relative corrections $O(1/N)$. The mesh and variational errors fall at the same geometric rate $q^2$ per added point and differ asymptotically by the factor $-1/q$. The Gauss approximation costs about one power of $|q|$. For $q>0$ and large $N$ the mesh 1s level lies below the exact one. This is an asymptotic statement: by \eqref{eq:Dpsi} the bracket in \eqref{eq:eG} is proportional to $N-(N+1)q$, which changes sign when $q>N/(N+1)$. For $q<0$ the mesh level lies above the variational one, as \eqref{eq:order} requires. The program tests both formulas at $N=10,20,40$ to a relative tolerance $1/N$, and the ordering for $q<0$ at $Zh=0.3$.

Since $A_N\simeq-(1-q)D^\psi_{N-1}$, $v\cdot c\simeq-(1+q)D^\psi_{N-1}$ and $(1-q)/(1+q)=1/(2\kappa)$, equation \eqref{eq:ident} gives an estimate from computed quantities alone,
\begin{equation}
E^G-E_1\simeq\Big(E^G+\frac1{8h^2}\Big)\frac{(v\cdot c)^2}{2\kappa}, \label{eq:diag}
\end{equation}
again with relative corrections $O(1/N)$ and for the 1s state.

For $l>0$ and for excited s states the rate $q^2$ is not proved here. For the 2p state at $h=0.20$~\AA, where $q=-0.451437$ and $q^2=0.203795$, the computed errors at $N=25$ and $N=24$ have the ratio $0.240810$. The guess that both factors in \eqref{eq:ident} scale as $N^nq^N$ predicts $q^2(25/24)^4=0.239943$, which is $0.4\%$ lower. An error of order $N^{2n}q^{2N}$ for general $n$ and $l$ is a conjecture supported by this case and by the 1s result.

\section{Meshes without regularisation}

Dropping the factor $x/x_j$ gives functions proportional to $\pi_je^{-x/2}$ on the same nodes. They do not vanish at the origin, and $\int f_if_j\,dx/x$ diverges logarithmically, while the Gauss sum returns a finite number that approximates nothing.

A closer comparison is the mesh on the zeros $y_k$ of $L_N^2$, with functions $xp_i(x)e^{-x/2}$, $\deg p_i=N-1$, and the Gauss rule with weights $W_k$ for $x^2e^{-x}$, which is exact to degree $2N-1$ by the same division argument. It spans the same space, and its overlap is exact since $p_ip_j$ has degree $2N-2$. The factor $x^2$ is now part of the weight, and the rule sees $p_ip_j/x$, which has a pole. In $p_ip_j/x=[p_ip_j-p_i(0)p_j(0)]/x+p_i(0)p_j(0)/x$ the first part is a polynomial, so the error is $p_i(0)p_j(0)\,\delta_N$ with $\delta_N=\int xe^{-x}dx-\sum_kW_k/y_k$. The polynomial $[1-L_N^2(x)/L_N^2(0)]/x$ (the superscript is $\alpha$) equals $1/y_k$ at the nodes and is integrated exactly, so $\delta_N=\int xe^{-x}L_N^2dx/L_N^2(0)$. By \eqref{eq:sum} and \eqref{eq:orth} the numerator is $\sum_k\int xe^{-x}L_k^1dx=1$, and
\begin{equation}
\delta_N=\frac2{(N+1)(N+2)}.
\end{equation}
With the kinetic matrix kept exact, this mesh adds $(Z/h)\delta_N\,p_i(0)p_j(0)$ to $H$. The error is again of rank one, but it is weighted by $p(0)^2=\phi'(0)^2$, which for 1s tends to $4\kappa^3$ and does not decrease with $N$. To first order,
\begin{equation}
\Delta E_{\alpha=2}=\frac{8Z^4h^2}{(N+1)(N+2)}. \label{eq:a2}
\end{equation}
The lowest eigenvalue cannot exceed the Rayleigh quotient of the unperturbed vector, so the shift is at most $(Z/h)\delta_N\,p(0)^2$ with $p(0)$ taken from the variational vector. This bound approaches \eqref{eq:a2} once the basis resolves the state and $p(0)^2$ is close to $4\kappa^3$; before that the shift can exceed \eqref{eq:a2}. A rough size of the second-order correction follows by keeping only $(-d^2/dx^2+\frac14)/(2h^2)$ in the energy denominators. In the basis $S_k$ that operator is diagonal with elements $(k+1)^2/(2h^2)$, by \eqref{eq:whit} and \eqref{eq:orth}, and $S_k'(0)=k+1$, so the sum over intermediate states is $2h^2N$ and the relative correction is about $-(Z/h)\delta_N\,2h^2N\approx-4Zh/N$. For the 1s state, regularisation thus moves the quadrature error from the slope at the origin, which is fixed by the physics, to the top Laguerre coefficient, which decays geometrically by \eqref{eq:DG} and \eqref{eq:Dpsi}.

\section{Other potentials and limits of the analysis}

For a potential that is not a combination of $1/r$ and $1/r^2$, $Vf_if_je^x$ is in general not a polynomial of degree $\le2N-1$, and the rule is no longer guaranteed to integrate it exactly. A constant only shifts all energies. The collocation property survives for any local $V$, but apart from the constant case the derivations of the rank-one form \eqref{eq:pencil}, the ordering \eqref{eq:order} and the error formulas do not apply. If $r^2V$ is smooth at the origin, the integrand has no singularity there. The Hulth\'en potential $V=-Z\delta e^{-\delta r}/(1-e^{-\delta r})$ is such a case with a known ground state. For $\psi=e^{-\beta r}(1-e^{-\delta r})$ one has $-\frac12\psi''=-\frac12\beta^2e^{-\beta r}+\frac12(\beta+\delta)^2e^{-(\beta+\delta)r}$ and $V\psi=-Z\delta e^{-(\beta+\delta)r}$. This equals $-\frac12\beta^2\psi$ if $\frac12(\beta+\delta)^2-Z\delta=\frac12\beta^2$, so $\beta=Z-\delta/2$ and $E=-\frac12(Z-\delta/2)^2$.

A term $1/r^3$ or stronger leaves a pole in $f_if_jV$, the exact matrix elements diverge, and this analysis does not apply. A term $\gamma/r^2$ with arbitrary $\gamma$ still has an exact diagonal matrix, but the eigenfunctions then start in general with a non-integer power of $r$; in that case $A_N$ and $B_N$ are no longer finite derivatives of \eqref{eq:lap}, and the geometric bound is lost. The argument also gives no geometric bound for potentials with steps or kinks.

\section{Worked example: hydrogen with $h=0.5$~\AA}

The level of theory is the nonrelativistic Coulomb problem with $Z=1$ and infinite nuclear mass. With 1 hartree $=27.211386$~eV and 1 bohr $=0.529177$~\AA, $h=0.500$~\AA\ is $0.944863$ bohr, and $1/(2h^2)=15.239928$~eV, $1/(8h^2)=3.809982$~eV, $Z/h=28.799291$~eV. The numerical check, supply the numbers.

\subsection{Two points}

The zeros of $L_2$ are $x_1=0.585786$ and $x_2=3.414214$, with sum 4, product 2 and squared difference 8. Equations \eqref{eq:Toff} and \eqref{eq:Tdiag} give $T^G_{12}=-4/(8\sqrt2)=-0.353553$, $T^G_{11}=(4+5.85786-0.34315)/4.11775=2.310660$ and $T^G_{22}=0.189340$. For $l=0$,
\begin{align*}
H^G_{11}&=15.239928\times2.310660-28.799291/0.585786=35.2143-49.1635=-13.9492\ \text{eV},\\
H^G_{12}&=15.239928\times(-0.353553)=-5.3881\ \text{eV},\\
H^G_{22}&=15.239928\times0.189340-28.799291/3.414214=2.8855-8.4351=-5.5496\ \text{eV}.
\end{align*}
With the five-decimal elements of the output, the mean of the diagonal is $-9.74938$~eV, half its difference $4.19979$~eV, and $\sqrt{4.19979^2+5.38813^2}=6.83156$~eV, so the eigenvalues are $-16.58094$ and $-2.91782$~eV. One lies below $-3.81$~eV, matching the single integer below $2Zh=1.89$. It is $2.98$~eV under the exact $-13.6057$~eV, a plain case of non-variational behaviour. The second lies above the exact 2s level at $-3.4014$~eV, as \eqref{eq:order} demands.

\subsection{Ten points}

Here $x_1=0.137793$, $x_2=0.729455$, $x_{10}=29.920697$, so the points run from $0.0689$ to $14.96$~\AA. The exact overlap has $S_{11}=1+1/x_1=8.2572$ and $S_{12}=-1/\sqrt{x_1x_2}=-3.1542$, where the mesh uses 1 and 0. The kinetic element is $T^G_{11}=42.8728$ and the exact one $42.8728-7.2572/4=41.0585$. Then $H^G_{11}=15.239928\times42.872833-28.799291\times7.257238=653.379-209.003=444.376$~eV, and $H^G_{12}=15.239928\times(-7.814188)=-119.088$~eV. An independent Gauss-Legendre integration reproduces \eqref{eq:exactV} to \eqref{eq:T} with largest absolute deviations $10^{-11}$, $6\times10^{-10}$, $10^{-12}$ and $5\times10^{-10}$ for $1/x$, $1/x^2$, $S$ and $T$, inside the asserted $10^{-9}$. The levels, with errors $E^G-E_n$ from multiple-precision arithmetic, are
\begin{center}
\begin{tabular}{lrrr}
state & $q$ & $E^G$ (eV) & error (eV)\\
1s & $0.3079$ & $-13.60569354$ & $-4.17\times10^{-7}$\\
2s & $-0.0284$ & $-3.40142328$ & $6.8\times10^{-23}$\\
2p & $-0.0284$ & $-3.40142328$ & $2.3\times10^{-23}$\\
3s & $-0.2271$ & $-1.51173769$ & $5.99\times10^{-6}$\\
3p & $-0.2271$ & $-1.51174029$ & $3.39\times10^{-6}$\\
3d & $-0.2271$ & $-1.51174282$ & $8.6\times10^{-7}$
\end{tabular}
\end{center}
The digits measure the discretisation of this model and not the real atom. The sign of each error is opposite to that of $q$. The $n=3$ errors exceed the 1s error although $|q|$ is smaller; the derived growth $A_N\sim N^n$ points to the power prefactor as the cause, but that attribution rests on the conjectured $N^{2n}q^{2N}$ form.

For 1s, $\kappa=0.944863$, $q=0.307893$, $\kappa^4=0.79703$, $(1-q)^4=0.229453$, so $C=8\times15.239928\times0.79703\times0.229453=22.297$~eV. With $q^{19}=1.9037\times10^{-10}$, equation \eqref{eq:asG} gives $-22.297\times100\times1.9037\times10^{-10}=-4.245\times10^{-7}$~eV, $1.7\%$ larger in size than the computed $-4.172\times10^{-7}$~eV (that is $-1.53\times10^{-8}$ hartree). Multiplying by $-1.1\,q$ gives the variational estimate $1.438\times10^{-7}$~eV against the computed $1.404\times10^{-7}$~eV. At $N=20$ the mesh error is $-9.856\times10^{-17}$~eV against $-9.952\times10^{-17}$~eV, and at $N=40$ it is $-1.361\times10^{-36}$~eV against $-1.368\times10^{-36}$~eV; the relative gap about halves with each doubling. The computed $v\cdot c=-2.944\times10^{-4}$ in \eqref{eq:diag} gives $(-13.6057+3.8100)\times(2.944\times10^{-4})^2/1.8897=-4.5\times10^{-7}$~eV, about $8\%$ larger in size than the true error.

On the $\alpha=2$ mesh the 1s errors at $N=10,20,40$ are $1.010$, $0.344$ and $0.102$~eV, against first-order values $1.472$, $0.421$ and $0.113$~eV. The ratios are $0.69$, $0.82$ and $0.90$; the rough correction $4Zh/N$ is $0.38$, $0.19$ and $0.09$. At $N=10$ the two meshes, spanning the same space, differ in error by more than six orders of magnitude.

For the wave function, $c_1=0.132215$ and $\lambda_1=0.354010$ give $u(r_1)=0.132215/\sqrt{0.5\times0.354010}=0.31426$~\AA$^{-1/2}$; to six figures the mesh gives $0.314258$ and the exact function $0.314256$. The mesh $\langle1/r\rangle$ is $1.8897270$~\AA$^{-1}$ and the exact value $1.8897261$~\AA$^{-1}$. Its error follows from the Hellmann-Feynman theorem, which holds for the matrix $H^G$ as for the operator: $\partial E^G/\partial Z=-\sum_ic_i^2/(hx_i)$, so the error of $\langle1/r\rangle$ is minus the $Z$ derivative of the energy error. With $dq/d\kappa=1/s^2=(1-q)^2$, the logarithmic derivative of \eqref{eq:asG} at $Z=1$ is $4-4\kappa(1-q)+19\kappa(1-q)^2/q=4-2.6+27.9=29.3$. Then $29.3\times4.17\times10^{-7}$~eV divided by $27.2114\times0.529177=14.40$~eV\,\AA\ is $8.5\times10^{-7}$~\AA$^{-1}$, consistent with the difference of 9 in the last printed digit.

For the Hulth\'en model with $Z=1$ and the round value $\delta=0.40$~\AA$^{-1}$, which is $0.211671$ per bohr, $\beta=0.894165$ in atomic units and $E=-0.399765\times27.211386=-10.8782$~eV. The mesh with $N=30$ and the same $h$ gives $-10.87816331$~eV, equal to the exact value in all printed digits; the asserted tolerance is $10^{-9}$ hartree.

\section{Choosing the settings}

\emph{Scale $h$.} For one hydrogenic shell, $h=n/(2Z)$ bohr with $N\ge n$ gives the level exactly. For shells $n_{\min}$ to $n_{\max}$ the largest $|q|$ belongs to one of the two ends, since $q$ increases with $\kappa$, and it is smallest when the ends have opposite $q$. By the symmetry of \eqref{eq:q} this means $\kappa_{\min}\kappa_{\max}=\frac14$, or $h=\sqrt{n_{\min}n_{\max}}/(2Z)$ bohr. For $n=1$ to 3 in hydrogen this is $0.458$~\AA, with $|q|=(\sqrt3-1)/(\sqrt3+1)=0.268$ at both ends. The rule equalises geometric rates and ignores prefactors; the table shows the high shell with the larger error at $N=10$ even on the larger side of this value, so in this example a still larger $h$ is needed to balance the two ends. For other potentials the rate is not derived here, and $\kappa=h\sqrt{-2E}$ alone does not fix the decay of the Laguerre coefficients. The Hulth\'en state contains the two exponents $\beta$ and $\beta+\delta$, so by \eqref{eq:lap} its top coefficient is a difference of two geometric terms and follows the larger $|q|$; at $h=0.5$~\AA\ that is $0.353$ from $\kappa=h(\beta+\delta)$ and not $0.256$ from $\kappa=h\beta$.

\emph{Number of points $N$.} For 1s each added point multiplies the error by $q^2(1+1/N)^2$ at leading order, and \eqref{eq:asG} can be solved for the $N$ that meets a target. The norm of $H^G$ limits the accuracy that double precision can guarantee. Since $x_1\ge1/N$ by \eqref{eq:sumx}, $T^G_{11}=Q(x_1)/3$ grows no faster than $N^2$, and the usual bound on the rounding errors of a symmetric eigensolver scales as the machine precision times the norm of the matrix, whose largest elements are several hundred eV for $l=0$ in the example and more for $l>0$. The actual error of a low level can be much smaller than this bound. Errors such as those of the $n=2$ rows are invisible in double precision; the program asserts agreement between double and multiple precision to $10^{-11}$ hartree.

\emph{Reading the results.} For levels below $-1/(8h^2)$ a lower mesh energy is not necessarily a better one, because the mesh value can lie under the exact one, so $h$ must not be tuned by minimising such a level. Levels above $-1/(8h^2)$ are upper bounds for Coulomb and centrifugal terms. The number $v\cdot c$ costs $N$ operations and, for these terms, is the component on which the whole quadrature error acts; $(v\cdot c)^2$ is the amount by which the true squared norm $c^TSc$ of $\phi$ exceeds $|c|^2$, and for 1s it gives the energy error through \eqref{eq:diag}. If strict upper bounds are needed and the potential contains only $1/r$ and $1/r^2$ terms, the exact matrices are available at no extra cost as $H^G-vv^T/(8h^2)$ and $I+vv^T$, and the generalised eigenproblem returns the variational levels.

\section*{Numbers as computed}
\begin{verbatim}
hartree = 27.211386 eV; bohr = 0.529177 angstrom
Z = 1; h = 0.500 angstrom = 0.944863 bohr
1/(2h^2) = 15.239928 eV; 1/(8h^2) = 3.809982 eV; Z/h = 28.799291 eV
N=2: x1, x2 = 0.585786, 3.414214
N=2: TG11, TG12, TG22 = 2.310660, -0.353553, 0.189340
N=2, l=0: H11, H12, H22 = -13.94917, -5.38813, -5.54959 eV
N=2, l=0: eigenvalues = -16.58094, -2.91782 eV
N=10: x1 = 0.137793, x2 = 0.729455, x10 = 29.920697, lam1 = 0.354010
N=10: r1 = 0.068897, r10 = 14.9603 angstrom
N=10: TG11 = 42.872833, TG12 = -7.814188, exact T11 = 41.058524
N=10: exact S11 = 8.257238, S12 = -3.154181, |v|^2 = 10.000000
N=10, l=0: H11 = 444.3756 eV, H12 = -119.0877 eV
N=10: max deviation 1/x, 1/x^2, S, T identities = 1e-11 6e-10 1e-12 5e-10
n=1: kappa = 0.944863, q = 0.307893, exact E = -13.60569312 eV
N=10 1s: E mesh = -13.60569354 eV, error = -4.172e-07 eV
n=2: kappa = 0.472432, q = -0.028350, exact E = -3.40142328 eV
N=10 2s: E mesh = -3.40142328 eV, error = 6.768e-23 eV
N=10 2p: E mesh = -3.40142328 eV, error = 2.286e-23 eV
n=3: kappa = 0.314954, q = -0.227063, exact E = -1.51174368 eV
N=10 3s: E mesh = -1.51173769 eV, error = 5.988e-06 eV
N=10 3p: E mesh = -1.51174029 eV, error = 3.387e-06 eV
N=10 3d: E mesh = -1.51174282 eV, error = 8.645e-07 eV
1s N=10: v.c = -2.9439e-04; C = 22.29675 eV
1s N=10: mesh error -4.1724e-07 eV, asymptotic -4.2446e-07 eV
1s N=10: variational error 1.4035e-07 eV, asymptotic 1.4376e-07 eV
1s N=10: alpha=2 mesh error 1.00982 eV, first order 1.47233 eV
1s N=20: mesh error -9.8558e-17 eV, asymptotic -9.9515e-17 eV
1s N=20: variational error 3.1815e-17 eV, asymptotic 3.2172e-17 eV
1s N=20: alpha=2 mesh error 0.34371 eV, first order 0.42067 eV
1s N=40: mesh error -1.3606e-36 eV, asymptotic -1.3675e-36 eV
1s N=40: variational error 4.2925e-37 eV, asymptotic 4.3158e-37 eV
1s N=40: alpha=2 mesh error 0.10196 eV, first order 0.11286 eV
2p, h = 0.20 angstrom: q = -0.451437, q^2 = 0.203795, error(25)/error(24) = 0.240810
2p: q^2 (25/24)^4 = 0.239943
1s N=10: <1/r> = 1.8897270 1/angstrom, exact 1.8897261 1/angstrom
1s N=10: c1 = 0.132215, u(r1) = 0.314258, exact 0.314256 angstrom^-1/2
Hulthen delta = 0.40 1/angstrom = 0.211671 1/bohr, N=30
Hulthen 1s: mesh -10.87816331 eV, exact -10.87816331 eV
\end{verbatim}
